# Depletion width and barrier height in a field-dependent dielectric

A calculation of a space-charge layer at a grain boundary or contact must first decide whether a constant permittivity will do. The choice changes the interface field and the capacitance by the same factor, in opposite directions, and the layer width by less. For the dielectric law treated here, one ratio decides it: the barrier height divided by a potential $\phi_0$ set by the dielectric and the doping. When this ratio is small, the constant-permittivity formula overestimates the width by about one twelfth of the ratio, as a fraction of the width. When it is near one or larger, the hyperbolic-cosine relation below should replace that formula.

## Setting and assumptions

A planar interface lies at $x=0$ and carries positive charge. The solid fills $x>0$, and $E$ and $D$ are the components of the electric field and displacement along $+x$. The elementary charge is $q>0$.

**A1. Dielectric law.** The response is local, static and free of hysteresis, with $D=0$ at $E=0$. Its differential permittivity is

$$\varepsilon_d(E)\equiv\frac{dD}{dE}=\frac{\varepsilon}{\sqrt{1+(E/E_0)^2}},$$

where $\varepsilon$ is the absolute zero-field permittivity, vacuum factor included, and $E_0$ is a constant field scale.

**A2. Frozen dopants.** Singly charged acceptors of uniform density $N$ cannot move. The mobile positive carriers that balance them in the bulk are absent for $0<x<w$, so the charge density there is $-qN$.

**A3. Neutral bulk.** For $x\ge w$ the solid is neutral and field-free.

The barrier $\phi_b$, in volts, is the total potential drop from the interface to the neutral bulk. Any applied bias across the layer is included in it. Define

$$w_0=\frac{\varepsilon E_0}{qN},\qquad \phi_0=E_0w_0=\frac{\varepsilon E_0^2}{qN}.$$

**Theorem.** Under A1 to A3,

$$\boxed{\phi_b=\phi_0\left[\cosh\frac{w}{w_0}-1\right],\qquad w=w_0\,\mathrm{arccosh}\!\left(1+\frac{\phi_b}{\phi_0}\right).}$$

For frozen donors facing a negative interface, the signs of charge, field and potential all reverse, and the relation holds between magnitudes. At a symmetric grain boundary it holds on each side, and neutrality requires a core charge $2qNw$ per area.

## Two lemmas and the proof

**Lemma 1.** The displacement is $D=\varepsilon E_0\,\mathrm{arcsinh}(E/E_0)$.

*Proof.* Since $D(0)=0$, integrate the slope from zero field:

$$D(E)=\int_0^E\frac{\varepsilon\,dE'}{\sqrt{1+(E'/E_0)^2}}.$$

Put $E'=E_0\sinh t$. Then $dE'=E_0\cosh t\,dt$, and the square root equals $\cosh t$. The two factors $\cosh t$ cancel, leaving $\varepsilon E_0\int dt$ from $0$ to $\mathrm{arcsinh}(E/E_0)$. $\square$

**Lemma 2.** In the depleted layer $D(x)=qN(w-x)$, whatever the dielectric law.

*Proof.* Gauss's law reads $dD/dx=-qN$. The bulk is field-free and the edge carries no sheet charge, so $D(w)=0$. Integrating from $x$ to $w$ gives $0-D(x)=-qN(w-x)$. $\square$

*Proof of the theorem.* Equate the two expressions for $D$ and divide by $\varepsilon E_0$:

$$\mathrm{arcsinh}\frac{E}{E_0}=\frac{qN(w-x)}{\varepsilon E_0}=\frac{w-x}{w_0},\qquad E(x)=E_0\sinh\frac{w-x}{w_0}.$$

Let $\phi(x)$ be the potential relative to the bulk, so that $\phi(w)=0$ and $d\phi/dx=-E$. Then

$$\phi(x)=\int_x^wE(x')\,dx'=E_0w_0\left[\cosh\frac{w-x}{w_0}-1\right].$$

Here the substitution $u=(w-x')/w_0$ gives $dx'=-w_0\,du$, and this minus sign reverses the limits. Setting $x=0$ gives the first relation. Because $\cosh$ increases on the non-negative axis, each $\phi_b\ge0$ has one $w\ge0$, which is the second relation. $\square$

**Remark (energy form).** The interface field follows without the profile. From $d\phi=-E\,dx$ and $dD=-qN\,dx$ one has $qN\,d\phi=E\,dD$. Integrating from bulk to interface, with $E_s=E(0)$,

$$qN\phi_b=\int_0^{E_s}E\,\varepsilon_d(E)\,dE=\varepsilon E_0^2\left[\sqrt{1+(E_s/E_0)^2}-1\right].$$

Therefore

$$\sqrt{1+(E_s/E_0)^2}=1+\frac{\phi_b}{\phi_0},\qquad E_s=E_0\sqrt{\frac{2\phi_b}{\phi_0}+\frac{\phi_b^2}{\phi_0^2}}.$$

The differential permittivity at the interface is thus $\varepsilon/(1+\phi_b/\phi_0)$. At $\phi_b=\phi_0$ it has fallen to half its bulk value.

**Remark (slope or ratio).** The word "differential" matters. Suppose the same function were instead the ratio $D/E$. With $E=E_0\tan\theta$, the displacement would be $D=\varepsilon E_0\sin\theta$, and the energy form would give

$$qN\phi_b=\int E\,dD=\varepsilon E_0^2\int_0^{\theta_s}\tan\theta\cos\theta\,d\theta=\varepsilon E_0^2(1-\cos\theta_s).$$

This stays below $\varepsilon E_0^2$ for any finite field, so no barrier as high as $\phi_0$ could form in a layer of this kind. Permittivity data taken with a small alternating signal on a static bias give the slope, provided that the response is reversible.

## Small and large barriers

Write $s=w/w_0$ and $y=\phi_b/\phi_0$, so that $\cosh s-1=y$.

**Corollary 1 (small barrier).** For $y\ll1$, expand $s^2/2+s^4/24+\dots=y$. The leading solution is $s^2=2y$. Inserting it in the quartic term gives $s^2\simeq2y-(2y)^2/12=2y(1-y/6)$, hence

$$w\simeq\sqrt{\frac{2\varepsilon\phi_b}{qN}}\left(1-\frac{\phi_b}{12\phi_0}\right).$$

The prefactor is $w_0\sqrt{2y}$, the width $w_{\rm lin}$ in a linear dielectric; $E_0$ cancels from it. The linear interface field is $E_{\rm lin}=qNw_{\rm lin}/\varepsilon=E_0\sqrt{2y}$, so the energy form gives

$$E_s=E_{\rm lin}\sqrt{1+\frac{y}{2}}\simeq E_{\rm lin}\left(1+\frac{y}{4}\right).$$

To first order, the field correction is three times the width correction and has the opposite sign. A constant permittivity can therefore be adequate for the width and poor for the field.

For every $s>0$ the remaining terms of the $\cosh$ series are positive, so $y>s^2/2$ and $w<w_{\rm lin}$. The charge fixes $D$ at a given distance from the edge. A lower permittivity turns that $D$ into a larger field, so a shorter layer supports the same barrier.

**Corollary 2 (large barrier).** Use $\mathrm{arccosh}\,z=\ln(z+\sqrt{z^2-1})$ with $z=1+y$. For $y\gg1$ the argument tends to $2y$, so

$$w\simeq w_0\ln\frac{2\phi_b}{\phi_0}.$$

The growth is logarithmic because the field rises exponentially with distance from the edge. At $y=200$, integrating Poisson's equation gives $w/w_0=5.996$, while the logarithm is 5.991. This checks the mathematics; whether a solid obeys A1 at such fields is a separate question.

## Capacitance

**Corollary 3.** Let the mobile carriers at the depletion edge follow a small change of barrier while the acceptors stay fixed. The capacitance per area of one side is

$$C=\frac{d(qNw)}{d\phi_b}=\frac{qN}{E_s},\qquad \frac{1}{C^2}=\frac{2\phi_b}{qN\varepsilon}+\frac{\phi_b^2}{(\varepsilon E_0)^2}.$$

*Proof.* Differentiating the theorem gives $d\phi_b/dw=(\phi_0/w_0)\sinh(w/w_0)=E_0\sinh(w/w_0)=E_s$, which proves the first part. Squaring $E_s/(qN)$ gives

$$\frac{1}{C^2}=\frac{E_0^2}{(qN)^2}\left(\frac{2\phi_b}{\phi_0}+\frac{\phi_b^2}{\phi_0^2}\right).$$

Inserting $\phi_0=\varepsilon E_0^2/(qN)$ cancels $E_0^2$ and one factor $qN$ in the first term. In the second it cancels $(qN)^2$ and leaves $1/(\varepsilon E_0)^2$. $\square$

A plot of $1/C^2$ against barrier therefore bends upward, with slope

$$\frac{d(1/C^2)}{d\phi_b}=\frac{2}{qN\varepsilon}\left(1+\frac{\phi_b}{\phi_0}\right).$$

Reading this slope with the linear formula gives an apparent density $N/(1+\phi_b/\phi_0)$. The correct density follows from the slope extrapolated to zero total barrier, which differs from zero applied bias when a barrier is built in.

The capacitance is lower than in a linear dielectric at the same barrier, although the layer is thinner. The added displacement is uniform across the layer, so the added voltages sum as

$$\frac1C=\int_0^w\frac{dx}{\varepsilon_d}=\frac1\varepsilon\int_0^w\cosh\frac{w-x}{w_0}\,dx=\frac{w_0}{\varepsilon}\sinh\frac{w}{w_0}=\frac{E_s}{qN}.$$

The reduced permittivity near the interface outweighs the reduced thickness.

## Two changes to the assumptions

**Proposition 1 (mobile vacancies at the edge).** Let the balancing carriers be doubly charged vacancies in Boltzmann equilibrium at temperature $T$, with Boltzmann constant $k$. Then the effective width, defined as $D(0)/(qN)$, is given by the theorem with $\phi_b$ replaced by $\phi_b-kT/(2q)$, up to an exponentially small term.

*Proof.* Bulk neutrality sets the vacancy density to $N/2$. At potential $\phi$ it is $(N/2)e^{-2q\phi/kT}$, and the charge density is

$$\rho=-qN+2q\,\frac N2e^{-2q\phi/kT}=-qN\left(1-e^{-2q\phi/kT}\right).$$

Since $dD=\rho\,dx$ and $E\,dx=-d\phi$, one has $E\,dD=-\rho\,d\phi$. Integrating from bulk to interface,

$$\int_0^{E_s}E\,\varepsilon_d\,dE=qN\left[\phi_b-\frac{kT}{2q}\left(1-e^{-2q\phi_b/kT}\right)\right].$$

Dropping the exponential leaves the energy form with the shifted barrier. This fixes $E_s$, and Lemma 1 then fixes $D(0)$. $\square$

If the vacancies stop moving during cooling, the charge profile, not the barrier, is carried to the lower temperature. For a sharp frozen profile, $w$ is then the input and the theorem gives $\phi_b$.

**Proposition 2 (Landau form).** Replace A1 by

$$E=\frac D\varepsilon+\frac{D^3}{6\varepsilon^3E_0^2}.$$

Then

$$\frac{\phi_b}{\phi_0}=\frac{s^2}{2}+\frac{s^4}{24},\qquad s^2=-6+\sqrt{36+24\,\phi_b/\phi_0}.$$

*Proof.* The relation $qN\phi_b=\int_0^{D(0)}E\,dD$ gives $D^2/(2\varepsilon)+D^4/(24\varepsilon^3E_0^2)$, evaluated at $D(0)=qNw=\varepsilon E_0s$. Division by $qN\phi_0=\varepsilon E_0^2$ gives the first relation. Multiplying it by 24 gives $s^4+12s^2-24\phi_b/\phi_0=0$, whose non-negative root for $s^2$ is the one stated. $\square$

Lemma 1 inverts to $E=E_0\sinh(D/\varepsilon E_0)$, whose first two terms are this Landau form. The two laws therefore share their first field correction and the first two terms of the barrier series. They part at large barriers, where the Landau form gives $w\simeq w_0(24\phi_b/\phi_0)^{1/4}$ instead of a logarithm. The logarithm is thus a property of A1, not of frozen dopants in general. A field-independent background also removes it: giving 5 of 300 units of relative permittivity to such a background raises $w/w_0$ at $y=200$ from 6.0 to 7.1.

## A grain boundary in a titanate

Take one side of a grain boundary in acceptor-doped strontium titanate near 300 K, chosen because its permittivity depends strongly on field. The inputs are round and rough: relative permittivity 300, $E_0=0.5$ MV/cm, $N=10^{20}$ cm$^{-3}$ and $\phi_b=0.6$ V. In SI units $\varepsilon=2.656\times10^{-9}$ F/m and $qN=1.602\times10^{7}$ C/m$^3$, so

$$w_0=\frac{2.656\times10^{-9}\times5\times10^7}{1.602\times10^7}\ \mathrm m=8.29\ \mathrm{nm},$$

$$\phi_0=5\times10^7\times8.29\times10^{-9}\ \mathrm V=0.4145\ \mathrm V.$$

The ratio is $\phi_b/\phi_0=1.448$, and

$$\frac{w}{w_0}=\ln\left(2.448+\sqrt{2.448^2-1}\right)=1.544,\qquad w=12.8\ \mathrm{nm}.$$

Integrating Poisson's equation from the depletion edge, with only $\varepsilon_d(E)$ supplied, gives 12.7961 nm; the formula gives the same digits. At the same barrier:

| Quantity | This law | Linear |
|---|---:|---:|
| Width (nm) | 12.8 | 14.1 |
| Interface field (MV/cm) | 1.12 | 0.85 |
| Capacitance per side (µF/cm²) | 14.3 | 18.8 |

The linear width is 10% too large relative to the nonlinear one, while the linear field is 24% too small. The relative differential permittivity at the interface is $300/2.448\approx123$. Each side holds 20.5 µC/cm² of depletion charge, so the core carries 41 µC/cm². The slope of $1/C^2$ at this barrier, read with the linear formula, would give $10^{20}/2.448\approx4.1\times10^{19}$ cm$^{-3}$ instead of $10^{20}$ cm$^{-3}$.

With doping and dielectric held fixed, the widths are 5.65 nm at 0.1 V and 20.3 nm at 2 V, against linear values of 5.76 and 25.8 nm.

**Sensitivity to the model.** The Landau form gives 12.87 nm, so at this barrier the choice between the two laws hardly matters for the width. Giving 5 of the 300 units of relative permittivity to a field-independent background changes the width to 12.83 nm. Mobile vacancies in equilibrium at 300 K reduce the effective width to 12.68 nm.

The interface field is 0.56 of a rough breakdown field of 2 MV/cm. That margin is modest, and it depends on the rough value of $E_0$: halving $E_0$ raises the field to 1.68 MV/cm and narrows the layer to 10.8 nm. At 2 V there is none: the energy form gives about 2.9 MV/cm, above the breakdown field, so the 2 V width only illustrates the formula. Vacancies fill about 0.1% of the oxygen sites in the bulk, so site exclusion is negligible there. With a rough bulk Fermi level 1.6 eV below the conduction band and $10^{21}$ cm$^{-3}$ band states, the electron density at the core is about $10^4$ cm$^{-3}$, far below $N$. This conclusion depends exponentially on the assumed Fermi level.

Holes can tunnel near the barrier top, which lowers their transport barrier without changing the electrostatic width. For a hole of mass $m$ crossing at energy $\delta$ below the top of a two-sided triangular barrier, the semiclassical exponent is $S=8\sqrt{2m}\,\delta^{3/2}/(3\hbar qE_s)$. Minimising $-\delta+kTS$ gives $\sqrt{2m\delta}=\hbar qE_s/(4kT)$. At that point $kTS=2\delta/3$, so the lowering at this most favourable energy is $\delta/3$. For a rough mass of one electron mass this is 14.8 meV; the curved barrier gives 14.2 meV. Since $S$ is only about one there, many other energies contribute, and these values understate the effect. For a perfectly sharp core and coherent motion, averaging the exact one-dimensional transmission of the curved barrier over a thermal distribution raises the hole current about sevenfold, which corresponds to a lowering of about 52 meV. This factor is sensitive to the inputs: it falls to 3.2 for three electron masses, rises to about 17 for half an electron mass, and falls to about 3.3 for one electron mass if the core charge is spread uniformly over 0.4 nm on each side at the same total barrier. Scattering is left out as well, so the factor illustrates the mechanism and does not predict the current through a real boundary.

**Comparison with real boundaries.** The permittivity and a barrier of some tenths of a volt are in the usual range for this material near room temperature. The doping, about 0.6% of the titanium sites, is substantial. One assumption open to doubt is uniform doping, because acceptors can collect near boundaries during high-temperature processing. If their density were doubled throughout the layer at the same barrier, $w_0$ and $\phi_0$ would halve, and the width would be $4.145\,\mathrm{arccosh}(3.895)=8.4$ nm instead of 12.8 nm. The interface field would rise to about 1.9 MV/cm, close to the rough breakdown field. Random placement matters too: the mean dopant spacing is 2.15 nm, and the dopant number in a cube of side $w$ scatters by about 7%, so the planar layer is an average. The local response in A1 is also doubtful at the core of a symmetric boundary, where the polarization must pass through zero. A polarization-gradient energy then leaves a thin layer of low permittivity that takes part of the barrier. With a rough gradient coefficient of $1$ to $3\times10^{-10}$ J m$^3$/C$^2$, the background of 5 and the core charge spread uniformly over 0.4 nm on each side, the width at 0.6 V falls from 13.1 nm to between 12.6 and 11.8 nm, and a sharper core lowers it further. The theorem then applies only to the part of the barrier that drops outside this core layer.

**Use at 500 K.** A rough Curie-Weiss law, $\varepsilon\propto1/(T-35\ \mathrm K)$, lowers the relative permittivity to 171. The field scale must change as well. Holding $\varepsilon E_0$ fixed gives $E_0=0.88$ MV/cm and $w=10.0$ nm. Holding the Landau cubic coefficient $1/(6\varepsilon^3E_0^2)$ fixed requires $E_0\propto\varepsilon^{-3/2}$, which gives 1.16 MV/cm and 10.3 nm. Both results keep the barrier at 0.6 V. If the charge profile were instead frozen at its 300 K width, the width would stay the same and the barrier would rise to about 1 V, with an interface field of 1.7 to 2.0 MV/cm, close to the rough breakdown field. For these inputs and a fixed barrier, the temperature of use changes the width more than the choice between the two dielectric laws does. The numerical output below lists the remaining intermediate values.

## Numbers as computed

```
zero-field relative permittivity: 300
field scale E0: 0.5 MV/cm
acceptor density N: 1e+20 cm^-3
barrier: 0.6 V
temperature: 300 K
width scale w0: 8.29 nm
potential scale phi0: 0.4145 V
barrier/phi0: 1.448
w/w0: 1.544
width, formula: 12.7961 nm
width, integrated Poisson: 12.7961 nm
width, linear dielectric: 14.1 nm
interface field: 1.117 MV/cm
interface field, linear: 0.8508 MV/cm
relative diff. permittivity at interface: 122.6
mid-layer field: 0.4254 MV/cm
mid-layer potential: 0.1297 V
charge per side: 20.5 uC/cm2
core charge, both sides: 41 uC/cm2
capacitance per side: 14.34 uF/cm2
capacitance per side, linear: 18.83 uF/cm2
barrier 0.1 V: width 5.65 nm, linear 5.76 nm
barrier 0.3 V: width 9.45 nm, linear 9.97 nm
barrier 1.0 V: width 15.74 nm, linear 18.21 nm
barrier 2.0 V: width 20.29 nm, linear 25.75 nm
width deficit/(barrier/phi0), small barrier: 0.08241
w/w0 at barrier/phi0 = 200: 5.996
ln(2*200): 5.991
largest barrier if law were D/E: 0.4145 V
soft-edge effective width, 300 K: 12.68 nm
soft-edge eff. width, 500 K, 300 K dielectric: 12.6 nm
width, Landau law: 12.87 nm
interface field, Landau law: 1.088 MV/cm
background relative permittivity (rough): 5
width with background: 12.83 nm
breakdown field (rough): 2 MV/cm
interface field/breakdown field: 0.5585
hole mass (rough): 1 electron masses
barrier lowering by tunnelling: 14.2 meV
same, triangular barrier: 14.8 meV
lattice constant (rough): 0.39 nm
bulk vacancy site filling: 0.099 %
mean dopant spacing: 2.15 nm
dopant number scatter in w^3: 6.9 %
bulk Fermi level below band (rough): 1.6 eV
band state density (rough): 1e+21 cm^-3
electron density at core: 1.6e+04 cm^-3
Curie-Weiss temperature (rough): 35 K
relative permittivity at 500 K: 171
500 K, eps*E0 fixed: E0 0.877 MV/cm, width 10.03 nm
500 K, Landau scaling: E0 1.162 MV/cm, width 10.27 nm
```
